**Weak-field acentric order and its main corrections**

The program tests $\langle\cos^3\theta\rangle\approx x/5$ for independent rigid dipoles, where $\theta$ is the angle between dipole and local field, and $x=\mu F/(k_BT)$ combines the dipole moment $\mu$, local field $F$ and temperature $T$. It asserts that quadrature of the Boltzmann distribution agrees with the weak-field moments, the closed form and the leading cubic correction. It also asserts the Lorentz factor by integrating the cavity's surface charge at three positions, and checks the induced-dipole and two-dipole weak-field laws against direct averages. For 10 D, 100 V/µm and 400 K, the output gives $x=0.604$, a weak-field order of 0.1208 and a full Boltzmann value of 0.1188. A pair with random separation direction at the mean spacing changes the order by only −0.017%; this is opposite in sign to the leading zero-field correlation, $+2w^3/75$, where $w$ is the pair coupling divided by $k_BT$. Side-by-side pairs lose 10.7% of the order at the mean spacing and 93.8% at 1 nm, in an unscreened point-dipole model.

## Check in Python

```python
"""
Result under test: independent rigid dipoles in a weak local field have
<cos(theta)^3> = x/5, where x = mu*F/(kB*T).
mu: dipole moment; F: local field; T: temperature;
theta: angle between dipole and field; c = cos(theta).
The program also sizes saturation, local-field, induced-dipole,
dipole-coupling and temperature effects. Coupling strength of a pair:
w = mu^2/(4*pi*eps0*r^3*kB*T), with r the separation.
"""
import numpy as np
from scipy import constants as const

nodes, weights = np.polynomial.legendre.leggauss(60)


def boltzmann_average(values, x, a=0.0):
    """Average over directions with Boltzmann factor exp(x*c + a*c^2)."""
    p = weights * np.exp(x * nodes + a * nodes**2)
    return np.sum(p * values) / np.sum(p)


def cubic_order(x, a=0.0):
    return boltzmann_average(nodes**3, x, a)


def closed_cubic_order(x):
    langevin = 1 / np.tanh(x) - 1 / x
    return (1 + 6 / x**2) * langevin - 2 / x


# Product grid of directions for the two-dipole averages
polar, polar_weight = np.polynomial.legendre.leggauss(12)
azimuth = 2 * np.pi * np.arange(16) / 16
cos_grid, phi_grid = np.meshgrid(polar, azimuth, indexing="ij")
sin_grid = np.sqrt(1 - cos_grid**2)
directions = np.column_stack([
    (sin_grid * np.cos(phi_grid)).ravel(),
    (sin_grid * np.sin(phi_grid)).ravel(),
    cos_grid.ravel()])
direction_weight = np.repeat(polar_weight / 2, 16) / 16
pair_weight = np.outer(direction_weight, direction_weight)
pair_dot = directions @ directions.T
cos_first = directions[:, 2][:, None]
cos_second = directions[:, 2][None, :]


def pair_probability(x, w, separation):
    along = directions @ separation
    coupling = pair_dot - 3 * np.outer(along, along)
    p = pair_weight * np.exp(-w * coupling + x * (cos_first + cos_second))
    return p / p.sum()


def random_pair_order(x, w):
    """Cubic order of one dipole, averaged over separation directions."""
    total = 0.0
    for r, rw in zip(polar, polar_weight):
        separation = np.array([np.sqrt(1 - r**2), 0.0, r])
        p = pair_probability(x, w, separation)
        total += rw / 2 * np.sum(p * cos_first**3)
    return total


def pair_correlation(w):
    p = pair_probability(0.0, w, np.array([0.0, 0.0, 1.0]))
    return np.sum(p * pair_dot)


def side_pair_order(x, w):
    """Rods parallel or antiparallel, both perpendicular to separation."""
    numerator = denominator = 0.0
    for sign in (-1, 1):
        p = weights * np.exp(-w * sign + x * nodes * (1 + sign))
        numerator += np.sum(p * nodes**3)
        denominator += np.sum(p)
    return numerator / denominator


# Given inputs
dipole_debye = 10.0
field_v_um = 100.0
temperature = 400.0
debye = 1e-21 / const.c
dipole = dipole_debye * debye
field = field_v_um * 1e6
thermal = const.k * temperature
x = dipole * field / thermal
weak = x / 5
full = cubic_order(x)
mean_cos = boltzmann_average(nodes, x)
axial = boltzmann_average((3 * nodes**2 - 1) / 2, x)
mev = const.e * 1e-3

# Single-dipole laws against direct Boltzmann quadrature
small = 1e-3
assert abs(cubic_order(small) / small - 1 / 5) < 1e-7
assert abs(boltzmann_average(nodes, small) / small - 1 / 3) < 1e-7
small_axial = boltzmann_average((3 * nodes**2 - 1) / 2, 0.01)
assert abs(small_axial / 0.01**2 - 1 / 15) < 1e-5
for trial in (0.2, x, 1.0, 2.0, 5.0):
    assert abs(cubic_order(trial) - closed_cubic_order(trial)) < 1e-10
cubic_coefficient = (0.05 / 5 - cubic_order(0.05)) / 0.05**3
assert abs(cubic_coefficient * 105 - 1) < 0.01
for trial in np.linspace(0.05, 2, 40):
    value = cubic_order(trial)
    assert trial / 5 - trial**3 / 105 < value < trial / 5
assert abs(weak - 0.12) < 0.005
assert abs(full - 0.12) < 0.005

# Lorentz field from the charge on a spherical cavity surface
permittivity = 3.0
lorentz = (permittivity + 2) / 3
for z in (0.0, 0.2, 0.4):
    distance = np.sqrt(1 + z**2 - 2 * z * nodes)
    surface = 0.5 * np.sum(weights * (-nodes) * (z - nodes) / distance**3)
    assert abs(1 + (permittivity - 1) * surface - lorentz) < 1e-9
applied = field_v_um / lorentz
breakdown = 300.0
x_applied = lorentz * x

# Induced dipole: polarizability volume in cubic angstrom
volume_anisotropy = 50.0
alpha = 4 * np.pi * const.epsilon_0 * volume_anisotropy * 1e-30
a = alpha * field**2 / (2 * thermal)
test_change = cubic_order(small, 0.01) / cubic_order(small) - 1
assert abs(test_change / (0.01 * 8 / 21) - 1) < 0.02
induced_change = cubic_order(x, a) / full - 1

# Coupling between dyes, unscreened point dipoles
density_cm3 = 1e20
spacing = (density_cm3 * 1e6)**(-1 / 3)
close_distance = 1e-9
pair_scale = dipole**2 / (4 * np.pi * const.epsilon_0)
w_mean = pair_scale / spacing**3 / thermal
w_close = pair_scale / close_distance**3 / thermal
for trial in (0.3, 1.0):
    direct = random_pair_order(small, trial) / (small / 5)
    assert abs(direct - 1 - pair_correlation(trial)) < 1e-6
assert abs(pair_correlation(0.1) / (2 * 0.1**3 / 75) - 1) < 0.02
for trial in (w_mean, w_close):
    direct = side_pair_order(small, trial) / (small / 5)
    assert abs(direct - (1 - np.tanh(trial))) < 1e-5
random_change = random_pair_order(x, w_mean) / full - 1
side_mean = side_pair_order(x, w_mean)
side_close = side_pair_order(x, w_close)

print(f"Dipole moment: {dipole_debye:.1f} D")
print(f"Dipole moment in SI: {dipole:.5e} C m")
print(f"Local poling field: {field_v_um:.1f} V/um")
print(f"Temperature: {temperature:.1f} K")
print(f"Dipole-field energy mu*F: {dipole * field / mev:.3f} meV")
print(f"Thermal energy kB*T: {thermal / mev:.3f} meV")
print(f"Field parameter x: {x:.4f} (dimensionless)")
print(f"Weak-field <cos^3>: {weak:.4f} (dimensionless)")
print(f"Full Boltzmann <cos^3>: {full:.4f} (dimensionless)")
print(f"Cubic correction x^3/105: {x**3 / 105:.5f} (dimensionless)")
print(f"Weak-field excess over full: {100 * (weak / full - 1):.2f} %")
print(f"Weak-field <cos>: {x / 3:.4f} (dimensionless)")
print(f"Full Boltzmann <cos>: {mean_cos:.4f} (dimensionless)")
print(f"Weak-field axial order <P2>: {x**2 / 15:.4f} (dimensionless)")
print(f"Full axial order <P2>: {axial:.4f} (dimensionless)")
print(f"Rough relative permittivity: {permittivity:.1f} (dimensionless)")
print(f"Lorentz field factor: {lorentz:.4f} (dimensionless)")
print(f"Applied field for given local field: {applied:.1f} V/um")
print(f"Rough breakdown field: {breakdown:.0f} V/um")
print(f"Applied/breakdown field: {applied / breakdown:.2f} (ratio)")
print(f"Local field if given field is applied: {field_v_um*lorentz:.1f} V/um")
print(f"x if given field is applied: {x_applied:.4f} (dimensionless)")
print(f"Weak <cos^3> in that case: {x_applied / 5:.4f} (dimensionless)")
print(f"Full <cos^3> in that case: {cubic_order(x_applied):.4f} (dimensionless)")
print(f"Rough polarizability anisotropy: {volume_anisotropy:.0f} angstrom^3")
print(f"Induced-dipole parameter a: {a:.5f} (dimensionless)")
print(f"Induced-dipole change of order: {100 * induced_change:.3f} %")
print(f"Rough dye density: {density_cm3:.1e} cm^-3")
print(f"Mean dye spacing: {spacing * 1e9:.3f} nm")
print(f"Pair energy at mean spacing: {w_mean * thermal / mev:.2f} meV")
print(f"Pair parameter w at mean spacing: {w_mean:.4f} (dimensionless)")
print(f"Random-direction pair change: {100 * random_change:.3f} %")
print(f"Side-by-side order, mean spacing: {side_mean:.4f} (dimensionless)")
print(f"Side-by-side change, mean spacing: {100*(side_mean/full-1):.1f} %")
print(f"Rough close distance: {close_distance * 1e9:.1f} nm")
print(f"Pair energy at close distance: {w_close * thermal / mev:.1f} meV")
print(f"Pair parameter w at close distance: {w_close:.3f} (dimensionless)")
print(f"Side-by-side order, close pair: {side_close:.4f} (dimensionless)")
print(f"Side-by-side change, close pair: {100*(side_close/full-1):.1f} %")
for other_temperature in (380.0, 420.0):
    shifted = cubic_order(x * temperature / other_temperature)
    print(f"Full <cos^3> at {other_temperature:.0f} K: "
          f"{shifted:.4f} (dimensionless)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Dipole moment: 10.0 D
Dipole moment in SI: 3.33564e-29 C m
Local poling field: 100.0 V/um
Temperature: 400.0 K
Dipole-field energy mu*F: 20.819 meV
Thermal energy kB*T: 34.469 meV
Field parameter x: 0.6040 (dimensionless)
Weak-field <cos^3>: 0.1208 (dimensionless)
Full Boltzmann <cos^3>: 0.1188 (dimensionless)
Cubic correction x^3/105: 0.00210 (dimensionless)
Weak-field excess over full: 1.71 %
Weak-field <cos>: 0.2013 (dimensionless)
Full Boltzmann <cos>: 0.1966 (dimensionless)
Weak-field axial order <P2>: 0.0243 (dimensionless)
Full axial order <P2>: 0.0235 (dimensionless)
Rough relative permittivity: 3.0 (dimensionless)
Lorentz field factor: 1.6667 (dimensionless)
Applied field for given local field: 60.0 V/um
Rough breakdown field: 300 V/um
Applied/breakdown field: 0.20 (ratio)
Local field if given field is applied: 166.7 V/um
x if given field is applied: 1.0067 (dimensionless)
Weak <cos^3> in that case: 0.2013 (dimensionless)
Full <cos^3> in that case: 0.1924 (dimensionless)
Rough polarizability anisotropy: 50 angstrom^3
Induced-dipole parameter a: 0.00504 (dimensionless)
Induced-dipole change of order: 0.185 %
Rough dye density: 1.0e+20 cm^-3
Mean dye spacing: 2.154 nm
Pair energy at mean spacing: 6.24 meV
Pair parameter w at mean spacing: 0.1811 (dimensionless)
Random-direction pair change: -0.017 %
Side-by-side order, mean spacing: 0.1060 (dimensionless)
Side-by-side change, mean spacing: -10.7 %
Rough close distance: 1.0 nm
Pair energy at close distance: 62.4 meV
Pair parameter w at close distance: 1.811 (dimensionless)
Side-by-side order, close pair: 0.0074 (dimensionless)
Side-by-side change, close pair: -93.8 %
Full <cos^3> at 380 K: 0.1248 (dimensionless)
Full <cos^3> at 420 K: 0.1133 (dimensionless)
ALL CHECKS PASSED
```
